# Brillouin-zone mesh for the 1s and 2s excitons of MoS2: verification in Python

```python
"""Sampling error of 2D excitons on a uniform N x N Brillouin-zone mesh.
Result under test: E_mesh - E_continuum = D - <r^2>/4 * sum_images Lap V,
when the q=0 term is omitted. D is a rigid shift; averaging W over the q=0
cell restores V_cell, and D - V_cell is the midpoint error of other cells.
W(q)=e^2/(2 eps0 q(1+r0 q)); C=e^2/(4 pi eps0); b=reciprocal lattice length;
h=b/N mesh spacing; y=h*r0; L=N*a supercell length. Energies eV, lengths nm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import struve, y0 as bessel_y0

a, mass, r0, tol = 0.32, 0.25, 4.0, 0.010
C = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
T = sc.hbar**2 / (2 * mass * sc.m_e) / sc.e * 1e18
b = 4 * np.pi / (np.sqrt(3) * a)
AREA = np.sqrt(3) / 2          # hexagonal cell area for unit spacing


def legendre(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


def lattice(radius):
    m = np.arange(-2 * radius, 2 * radius + 1)
    m, n = np.meshgrid(m, m)
    s = m * m + m * n + n * n
    keep = (s > 0) & (s <= radius**2)
    return m[keep], n[keep], s[keep]


SHELL, COUNT = np.unique(lattice(95)[2], return_counts=True)
U = np.sqrt(SHELL)


def rigid(y):
    """D*r0/C; smooth cutoff common to the integral and the lattice sum."""
    def cutoff(u):
        x2 = (0.07 * u)**2
        return (1 + x2) * np.exp(-x2)
    t, w = legendre(300, 0, np.log1p(95 * y))
    integral = np.sum(w * cutoff(np.expm1(t) / y))
    total = np.sum(COUNT * cutoff(U) * y / (U * (1 + y * U)))
    return integral - AREA / (2 * np.pi) * total


def cell(y):
    """V_cell*r0/C for the hexagonal cell, radial integral done in closed form."""
    th, w = legendre(40, 0, np.pi / 6)
    return 6 / np.pi * np.sum(w * np.log1p(y / (2 * np.cos(th))))


def cell_cartesian(y):
    x, wx = legendre(60, 0, 0.5)
    t, wt = legendre(60, 0, 1 / np.sqrt(3))
    root = np.sqrt(1 + t**2)
    f = y / (root * (1 + y * x[:, None] * root))
    return 12 / (2 * np.pi) * wx @ f @ wt


def other_cells(y, radius=40):
    """Explicit midpoint errors of all non-singular hexagonal cells."""
    def g(u):
        return y / (u * (1 + y * u))
    th, wt = legendre(8, -np.pi / 6, np.pi / 6)
    s, ws = legendre(8, 0, 1)
    rho = 1 / (2 * np.cos(th))
    m, n, norm = lattice(radius)
    px, py = m + n / 2, n * AREA
    result = -AREA * np.sum(g(np.sqrt(norm)))
    for sector in range(6):
        ang = th + sector * np.pi / 3
        for i in range(8):
            for j in range(8):
                dx = rho[i] * s[j] * np.cos(ang[i])
                dy = rho[i] * s[j] * np.sin(ang[i])
                weight = wt[i] * ws[j] * rho[i]**2 * s[j]
                result += weight * np.sum(g(np.hypot(px + dx, py + dy)))
    slope = -y * (1 + 2 * y * radius) / (radius * (1 + y * radius))**2
    result -= 5 / 144 * 2 * np.pi * radius * slope   # far-cell remainder
    return result / (2 * np.pi)


def continuum():
    """Lowest two s states in real space, Gaussian basis."""
    alpha = 1 / np.geomspace(0.06, 20, 18)**2
    p = alpha[:, None] + alpha
    r = np.exp(np.linspace(np.log(1e-5), np.log(300), 3000))
    dt = np.log(r[1] / r[0])
    v = C * np.pi / (2 * r0) * (struve(0, r / r0) - bessel_y0(r / r0))
    pot = np.exp(-p[:, :, None] * r**2) @ (2 * np.pi * r**2 * v * dt)
    norm = np.sqrt(2 * alpha / np.pi)
    scale = np.outer(norm, norm)
    ham = (T * 4 * np.outer(alpha, alpha) * np.pi / p**2 - pot) * scale
    e, c = eigh(ham, np.pi / p * scale)
    r2 = np.einsum('ij,ik,kj->j', c, np.pi / p**2 * scale, c)
    return e[:2], r2[:2]


def mesh_levels(N):
    """Two lowest fully symmetric levels on the mesh, q=0 term omitted."""
    h = b / N
    m, n = np.meshgrid(np.arange(N // 2 + 1), np.arange(N // 2 + 1))
    keep = (m >= n) & (4 * (m * m + m * n + n * n) <= N * N)
    m, n = m[keep].astype(np.int32), n[keep].astype(np.int32)
    mult = np.where((n == 0) | (m == n), 6, 12)
    mult[(m == 0) & (n == 0)] = 1
    q = h * np.sqrt(np.arange(N * N + 1))
    w = np.zeros(N * N + 1)
    w[1:] = 2 * np.pi * C / (q[1:] * (1 + r0 * q[1:])) / (AREA * (N * a)**2)
    mat = np.zeros((len(m), len(m)))
    for pm, pn in ((m, n), (n, m)):
        for _ in range(6):
            dm, dn = m[:, None] - pm, n[:, None] - pn
            mat += w[dm * dm + dm * dn + dn * dn]
            pm, pn = -pn, pm + pn
    root = np.sqrt(mult)
    ham = -mat * np.outer(root, root) / 12
    ham[np.diag_indices(len(m))] += T * h**2 * (m * m + m * n + n * n)
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 1])


def image(N, r2):
    """Magnitude of the leading image term <r^2>/4 * sum Lap V."""
    x = U * N * a / r0
    near = np.minimum(x, 40)
    lap = 1 / near - np.pi / 2 * (struve(0, near) - bessel_y0(near))
    lap = np.where(x > 40, 1 / x**3 - 9 / x**5 + 225 / x**7, lap)
    total = np.sum(COUNT * lap)
    total += 2 * np.pi / AREA * (r0 / (N * a))**3 / 95
    return r2 / 4 * C / r0**3 * total


def shift(N):
    return C / r0 * rigid(b * r0 / N)


def v_cell(N):
    return C / r0 * cell(b * r0 / N)


# Tests of the singular cell, of the rigid shift and of its limits
for y in (0.1, 1.0, 10.0, 1e4):
    assert abs(cell_cartesian(min(y, 10)) / cell(min(y, 10)) - 1) < 1e-6
    assert abs((rigid(y) - cell(y)) / other_cells(y) - 1) < 5e-3
half, third = mp.mpf(1) / 2, mp.mpf(1) / 3
L3 = 3**(-half) * (mp.zeta(half, third) - mp.zeta(half, 2 * third))
M = float(-6 * mp.zeta(half) * L3)
assert abs(rigid(1e-4) / 1e-4 * 4 * np.pi / np.sqrt(3) / M - 1) < 2e-4
M_cell = cell(1e-6) / 1e-6 * 4 * np.pi / np.sqrt(3)


def exponent(y):
    return -0.5 * np.log(cell(1.01 * y) / cell(y / 1.01)) / np.log(1.01**2)


assert abs(exponent(1e-3) + 0.5) < 1e-3 and exponent(100) > -0.2
F = {y: rigid(y) - cell(y) for y in (0.1, 0.2, 1.0, 10.0, 100.0, 1e4)}
assert abs(F[0.2] / F[0.1] - 2) < 0.06       # linear once 1/r0 is resolved
assert F[100.0] / F[1e4] > 0.9               # plateau when it is not

# Diagonalized meshes against the independent continuum solution
E, R2 = continuum()
scan = list(range(9, 91, 3))
raw = {N: mesh_levels(N) - E for N in scan + [120]}
for N in (90, 120):
    for j in range(2):
        predicted = -image(N, R2[j])
        found = raw[N][j] - shift(N)
        # 0.15 meV allows for the finite momentum cutoff of the mesh
        assert abs(found - predicted) < 1.5e-4 + 0.12 * abs(predicted)

N_omit = brentq(lambda N: shift(N) - tol, 20, 2e4)
N_avg = brentq(lambda N: shift(N) - v_cell(N) - tol, 20, 2e3)
N_use = int(3 * np.ceil(N_avg / 3))
at_use = mesh_levels(N_use) - E - v_cell(N_use)
assert abs(at_use[0] - tol) < 5e-4 and raw[120][0] - v_cell(120) > tol
assert abs(at_use[1]) < tol
N_scan, N_img, N_img1 = [], [], []
for j in range(2):
    bad = [N for N in scan if abs(raw[N][j] - shift(N)) >= tol]
    N_scan.append(max(bad) + 3)
    N_img.append(brentq(lambda N: image(N, R2[j]) - tol, 4, 900))
    N_img1.append(brentq(lambda N: image(N, R2[j]) - 1e-3, 4, 900))
    assert N_scan[j] < 90 and abs(N_img[j] / N_scan[j] - 1) < 0.3
assert N_scan[1] > N_scan[0]

print(f"lattice constant a = {a} nm; reduced mass = {mass} m_e")
print(f"screening length r0 = {r0} nm; tolerance = {tol*1e3:.0f} meV")
print(f"C = {C:.5f} eV nm; hbar^2/(2 mu) = {T:.5f} eV nm^2")
print(f"b = {b:.3f} nm^-1; 1/r0 = {1/r0:.3f} nm^-1; C/r0 = {C/r0*1e3:.1f} meV")
print(f"N at which h*r0 = 1: {b*r0:.1f}")
print(f"M (full shift) = {M:.4f}; M_cell = {M_cell:.4f}; "
      f"difference = {M-M_cell:.4f}")
for y in (0.1, 1.0, 10.0, 100.0):
    print(f"h*r0 = {y:5.1f}: exponent of V_cell in Nk = {exponent(y):.3f}; "
          f"F = {F[y]:.5f}")
print(f"plateau F = {F[1e4]:.4f}; in energy {F[1e4]*C/r0*1e3:.1f} meV")
for j, name in enumerate(("1s", "2s")):
    print(f"continuum {name}: E = {E[j]*1e3:.1f} meV; "
          f"rms radius = {np.sqrt(R2[j]):.3f} nm; <r^2> = {R2[j]:.3f} nm^2")
print("mesh errors in meV (1s, 2s): omitted | cell averaged | full shift")
for N in (30, 60, 90, 120):
    o, c, f = raw[N], raw[N] - v_cell(N), raw[N] - shift(N)
    print(f"N={N}: {o[0]*1e3:.2f}, {o[1]*1e3:.2f} | {c[0]*1e3:.2f}, "
          f"{c[1]*1e3:.2f} | {f[0]*1e3:.2f}, {f[1]*1e3:.2f}")
    print(f"  h*r0 = {b*r0/N:.3f}; V_cell = {v_cell(N)*1e3:.2f} meV; "
          f"D = {shift(N)*1e3:.2f} meV")
    print(f"  image term: 1s {-image(N,R2[0])*1e3:.2f} meV, "
          f"2s {-image(N,R2[1])*1e3:.2f} meV")
print(f"N for D = tolerance, cell omitted (formula): {N_omit:.0f}")
print(f"N for D - V_cell = tolerance, cell averaged (formula): {N_avg:.1f}")
print(f"mesh check N={N_use}, cell averaged: 1s {at_use[0]*1e3:.2f} meV, "
      f"2s {at_use[1]*1e3:.2f} meV; h*r0 = {b*r0/N_use:.3f}")
for j, name in enumerate(("1s", "2s")):
    print(f"{name}, full shift subtracted: N = {N_scan[j]} (mesh scan, step 3), "
          f"{N_img[j]:.1f} (image formula)")
    print(f"  N for 1 meV (image formula) = {N_img1[j]:.1f}")
print("all assertions hold")
```

Output:

```
lattice constant a = 0.32 nm; reduced mass = 0.25 m_e
screening length r0 = 4.0 nm; tolerance = 10 meV
C = 1.43996 eV nm; hbar^2/(2 mu) = 0.15240 eV nm^2
b = 22.672 nm^-1; 1/r0 = 0.250 nm^-1; C/r0 = 360.0 meV
N at which h*r0 = 1: 90.7
M (full shift) = 4.2134; M_cell = 3.8057; difference = 0.4077
h*r0 =   0.1: exponent of V_cell in Nk = -0.487; F = 0.00560
h*r0 =   1.0: exponent of V_cell in Nk = -0.408; F = 0.04796
h*r0 =  10.0: exponent of V_cell in Nk = -0.229; F = 0.14093
h*r0 = 100.0: exponent of V_cell in Nk = -0.123; F = 0.16957
plateau F = 0.1733; in energy 62.4 meV
continuum 1s: E = -570.0 meV; rms radius = 1.061 nm; <r^2> = 1.125 nm^2
continuum 2s: E = -263.7 meV; rms radius = 3.302 nm; <r^2> = 10.902 nm^2
mesh errors in meV (1s, 2s): omitted | cell averaged | full shift
N=30: 373.01, 319.26 | 31.14, -22.61 | -3.56, -57.32
  h*r0 = 3.023; V_cell = 341.87 meV; D = 376.57 meV
  image term: 1s -3.48 meV, 2s -33.73 meV
N=60: 232.94, 227.96 | 22.84, 17.86 | -0.51, -5.49
  h*r0 = 1.511; V_cell = 210.10 meV; D = 233.44 meV
  image term: 1s -0.54 meV, 2s -5.25 meV
N=90: 169.95, 168.40 | 17.23, 15.68 | -0.14, -1.69
  h*r0 = 1.008; V_cell = 152.72 meV; D = 170.09 meV
  image term: 1s -0.17 meV, 2s -1.67 meV
N=120: 133.89, 133.20 | 13.71, 13.02 | -0.04, -0.72
  h*r0 = 0.756; V_cell = 120.18 meV; D = 133.93 meV
  image term: 1s -0.08 meV, 2s -0.73 meV
N for D = tolerance, cell omitted (formula): 1874
N for D - V_cell = tolerance, cell averaged (formula): 172.7
mesh check N=174, cell averaged: 1s 9.94 meV, 2s 9.69 meV; h*r0 = 0.521
1s, full shift subtracted: N = 24 (mesh scan, step 3), 19.7 (image formula)
  N for 1 meV (image formula) = 48.0
2s, full shift subtracted: N = 51 (mesh scan, step 3), 47.5 (image formula)
  N for 1 meV (image formula) = 107.5
all assertions hold
```
